# Wannier Centres, Berry Phase and Gauge Winding in One Dimension

## Definitions and conventions

An electron moves on a line in a potential energy $V(x)$ of period $a$. Write $G=2\pi/a$. The Bloch states of one band are

$$\psi_k(x)=e^{ikx}u_k(x),\qquad u_k(x+a)=u_k(x),\qquad \int_0^a|u_k|^2dx=1 .$$

The symbol $\langle f|g\rangle=\int_0^a f^*g\,dx$ denotes an integral over one cell. Integrals over $k$ run over one Brillouin zone, of length $G$.

The band is isolated: at every $k$ a gap separates it from its neighbours. The phase of $\psi_k$ is free at each $k$, and a choice of it is called a gauge. The gauge is taken to be smooth in $k$ and periodic:

$$\psi_{k+G}(x)=\psi_k(x)\quad\Longleftrightarrow\quad u_{k+G}(x)=e^{-iGx}u_k(x). \tag{1}$$

The Wannier function of the home cell, the Berry connection and the Berry phase are

$$w(x)=\frac{a}{2\pi}\int\psi_k(x)\,dk,\qquad A(k)=i\langle u_k|\partial_ku_k\rangle,\qquad \phi=\int A(k)\,dk. \tag{2}$$

$A$ is real, because differentiating $\langle u_k|u_k\rangle=1$ gives $2\,\mathrm{Re}\langle u_k|\partial_ku_k\rangle=0$. "Charge centre" means the mean position $\bar x=\int x|w|^2dx$. The electron's charge is $-e$ with $e>0$, and this sign enters only with the polarization.

The result is

$$\boxed{\;\bar x=\frac{a\,\phi}{2\pi}\;}$$

together with the rule that a gauge change whose phase winds by $2\pi m$ across the zone moves $\bar x$ by $ma$.

**A smooth periodic gauge exists.** Start at $k_0$ and carry the state along so that $A=0$ at each $k$. After one zone the state returns as $\psi_{k_0+G}=e^{i\gamma}\psi_{k_0}$, since the band is non-degenerate. Multiplying by $e^{-i\gamma(k-k_0)/G}$ removes the mismatch and leaves the constant connection $A=\gamma/G$, so $\phi=\gamma$. If the band touches another, the state need not be smooth there and this construction fails.

## Normalisation and decay

Take two functions of Bloch form, $f_k=e^{ikx}p_k(x)$ and $g_{k'}=e^{ik'x}q_{k'}(x)$, with $p$ and $q$ of period $a$. Cutting the line into cells gives

$$\int_{-\infty}^{\infty}f_k^*g_{k'}\,dx=\sum_n e^{i(k'-k)na}\int_0^a f_k^*g_{k'}\,dx .$$

For $k,k'$ in one zone the sum is $(2\pi/a)\,\delta(k-k')$. At $k=k'$ the factors $e^{\pm ikx}$ cancel, so

$$\int_{-\infty}^{\infty}f_k^*g_{k'}\,dx=\frac{2\pi}{a}\,\delta(k-k')\,\langle p_k|q_k\rangle. \tag{3}$$

With $f=g=\psi$ the norm of $w$ follows:

$$\int|w|^2dx=\Big(\frac{a}{2\pi}\Big)^2\frac{2\pi}{a}\int dk=\frac{a}{2\pi}\,\frac{2\pi}{a}=1 .$$

Since $\psi_k(x-na)=e^{-ikna}\psi_k(x)$, the translate $w(x-na)$ carries an extra $e^{-ikna}$ under the integral. Its overlap with $w$ is $(a/2\pi)\int e^{-ikna}dk=0$ for $n\neq0$.

The mean position must also exist. In a distant cell,

$$w(x+na)=\frac{a}{2\pi}\int e^{ikna}\psi_k(x)\,dk=\frac{a}{2\pi}\Big(\frac{i}{na}\Big)^p\int e^{ikna}\,\partial_k^p\psi_k(x)\,dk ,$$

after $p$ integrations by parts. The end terms cancel because the integrand is smooth and periodic in $k$. Hence $w$ falls faster than any power of $1/n$, and all its moments are finite.

## The centre as a Berry phase

Position acts on the plane-wave factor as a derivative, $x\,e^{ikx}=-i\,\partial_ke^{ikx}$. Therefore

$$x\,w(x)=\frac{a}{2\pi}\int(-i\,\partial_ke^{ikx})\,u_k\,dk
=\frac{a}{2\pi}\Big\{-i\big[\psi_k(x)\big]_{k_0}^{k_0+G}+\int e^{ikx}\,i\partial_ku_k\,dk\Big\}. \tag{4}$$

The bracket vanishes by (1). The function $i\partial_ku_k$ has period $a$ in $x$, so the remaining integrand has Bloch form. Multiply by $w^*$, integrate over the line and use (3) with $p=u$ and $q=i\partial_ku$:

$$\bar x=\Big(\frac{a}{2\pi}\Big)^2\frac{2\pi}{a}\int\langle u_k|i\partial_ku_k\rangle\,dk=\frac{a}{2\pi}\int A(k)\,dk=\frac{a\phi}{2\pi}. \tag{5}$$

In a given gauge the connection $A(k)$ thus plays the part of a $k$-resolved position, and the centre is its average over the zone. Its value at a single $k$ depends on the gauge and is not observable.

**Mirror symmetry.** If $V(-x)=V(x)$, then $w(-x)$ is also a Wannier function of the same band, with centre $-\bar x$. By the gauge rule shown next, the two centres differ by a whole number of cells, so $2\bar x$ is a multiple of $a$. The phase is then $0$ or $\pi$ modulo $2\pi$. Any other value needs a potential that is not even about $x=0$. A mirror centre at $x_0\neq0$ merely shifts the origin: the same argument then puts $\bar x$ at $x_0$ modulo $a/2$.

## What a gauge winding does

Let $\tilde u_k=e^{-i\beta(k)}u_k$ with $\beta$ real and smooth. Then $\partial_k\tilde u=e^{-i\beta}(\partial_ku-i\beta'u)$, and

$$\tilde A=i\langle u|\partial_ku\rangle+i(-i\beta')\langle u|u\rangle=A+\beta'. \tag{6}$$

The new gauge must also satisfy (1), which requires $e^{-i\beta(k+G)}=e^{-i\beta(k)}$. Hence $\beta(k+G)-\beta(k)=2\pi m$ with $m$ an integer, and continuity makes $m$ the same for all $k$. Integrating (6) over the zone,

$$\tilde\phi=\phi+2\pi m,\qquad \tilde{\bar x}=\bar x+ma. \tag{7}$$

Any two smooth periodic gauges of a non-degenerate band are related by such a $\beta$. The band therefore fixes the ladder of positions $\bar x+na$, while the gauge decides which rung is called the home cell.

For the pure winding $\beta=mka$, the factor $e^{-imka}$ turns $\psi_k(x)$ into $\psi_k(x-ma)$, so $w$ moves rigidly. A periodic $\beta$ has $m=0$ and leaves the centre alone, but unless it is constant it generally changes the shape. To see by how much, apply (3) to the squared norm of (4): $\int x^2|w|^2dx=(a/2\pi)\int\langle\partial_ku|\partial_ku\rangle dk$. Since $\langle u|\partial_ku\rangle=-iA$,

$$\langle\partial_k\tilde u|\partial_k\tilde u\rangle=\langle\partial_ku|\partial_ku\rangle+2\beta'A+\beta'^2 .$$

With an overbar for the zone average, the variance $\sigma^2$ of $|w|^2$ changes for $m=0$ by

$$\Delta\sigma^2=\overline{\beta'^2}+2\,\overline{\beta'A}. \tag{8}$$

**A half winding fails.** Take $\beta=ka/2$ on $-\pi/a<k<\pi/a$. The phase factor has opposite signs at the two zone ends, and the bracket in (4) survives. Expanding the factor in whole windings, $e^{-ika/2}=\sum_js_je^{-ikja}$, gives

$$s_j=\frac{a}{2\pi}\int_{-\pi/a}^{\pi/a}e^{ika(j-1/2)}dk=\frac{\sin\pi(j-\tfrac12)}{\pi(j-\tfrac12)},\qquad |s_j|^2=\frac{1}{\pi^2(j-\tfrac12)^2}.$$

The resulting function is $\sum_js_jw(x-ja)$. For a compact $w$ its weight in cell $n$ is close to $|s_n|^2$, which falls as $1/n^2$. The integral of $|x||w|^2$ then diverges logarithmically. Putting a half winding into (7) gives $\bar x+a/2$, and summing the cells from $-L$ to $L$ does approach that value. The mean converges only conditionally, however: summing from $-L$ to $2L$ shifts the limit by $a\ln2/\pi^2$. The value depends on how the line is cut off, so the function has no well-defined mean position.

## Evaluation on a mesh

A numerical eigenvector arrives with an arbitrary phase, so differentiating it in $k$ is meaningless until a gauge is fixed. Overlaps avoid this. For a small step $\Delta$ in a smooth gauge,

$$\langle u_k|u_{k+\Delta}\rangle=1-iA\Delta+\tfrac12\Delta^2\langle u|\partial_k^2u\rangle+O(\Delta^3).$$

Differentiating $\langle u|\partial_ku\rangle=-iA$ and taking the imaginary part gives $\mathrm{Im}\langle u|\partial_k^2u\rangle=-A'$. The phase of the overlap is thus $-A\Delta-\tfrac12A'\Delta^2+O(\Delta^3)$, which is minus the integral of $A$ over the step, up to order $\Delta^3$. Over $N$ steps with $\Delta=G/N$,

$$\phi=-\mathrm{Im}\ln\prod_{j=0}^{N-1}\langle u_{k_j}|u_{k_{j+1}}\rangle\pmod{2\pi}, \tag{9}$$

with an error of order $\Delta^2$. The last state is not computed afresh but set to $u_{k_N}=e^{-iGx}u_{k_0}$. Each state then appears once as a bra and once as a ket, and all arbitrary phases cancel. In plane waves, $u_k=a^{-1/2}\sum_\ell c_\ell(k)e^{i\ell Gx}$, the closing rule reads $c_\ell(k_0+G)=c_{\ell+1}(k_0)$.

The logarithm returns one branch, so a single evaluation yields $\bar x$ modulo $a$.

## Worked example: phase and centre

Take

$$V(x)=-V_1\cos Gx+V_2\sin2Gx,$$

with $a=0.5$ nm, $V_1=6$ eV, $V_2=2$ eV and the free-electron mass. The lowest band is filled, and the gap above it is 5.73 eV. The second harmonic breaks the mirror symmetry.

With the gauge fixed by $\psi_k(0)>0$, integrating $A$ gives $\phi=-0.16433$ rad. Equation (5) then yields

$$\bar x=\frac{0.5\ \text{nm}\times(-0.16433)}{2\pi}=-0.01308\ \text{nm}.$$

Direct quadrature of $x|w|^2$ gives the same value. The mesh product (9) gives $-0.16433$ rad with 400 points and $-0.16472$ rad with 8 points; the difference is worth $3\times10^{-5}$ nm in the centre.

A further route uses no Bloch states. In a chain of 15 cells between hard walls, the position operator is projected onto the 15 lowest states and diagonalised. Its middle eigenvalue is $-0.01308$ nm, and the next one lies 0.50000 nm away. This is the ladder $\bar x+na$.

**A hand estimate of the size.** The potential minimum obeys $V_1\sin\theta+2V_2\cos2\theta=0$ with $\theta=Gx$. This gives $\sin\theta=-0.425$ and $x=-0.035$ nm, well beyond the computed centre. The reason is the width of $w$. In a Bloch state the mean of $[\partial_x,H]=V'$ over a cell is zero, where $H$ is the Hamiltonian. The band's density is the sum of $|w|^2$ over all translates, so $\int|w|^2V'dx=0$ as well: the force vanishes on average, not at the centre. If $|w|^2$ is approximated by a Gaussian of rms width $\sigma=0.0754$ nm, the harmonics are reduced by $e^{-G^2\sigma^2/2}=0.638$ and $e^{-2G^2\sigma^2}=0.166$:

$$6(0.638)\sin\theta+4(0.166)\cos2\theta=0\ \Rightarrow\ \theta=-0.165,\quad \bar x\approx-0.0131\ \text{nm}.$$

The Gaussian shape is an assumption. The true $|w|^2$ is skewed and reduces the second harmonic to about 0.22, not 0.166, so the close agreement owes something to cancelling errors. The balance still shows why the centre is displaced less than the minimum.

**Gauge changes.** The phase $\beta=mka+b\,(0.8\sin ka+0.3\cos2ka)$ combines a winding $m$ with a periodic part switched by $b$.

| $m$ | $b$ | $\phi$ (rad) | $\bar x$ (nm) | $\sigma$ (nm) |
|---|---|---|---|---|
| 0 | 0 | −0.1643 | −0.0131 | 0.0754 |
| 0 | 1 | −0.1643 | −0.0131 | 0.3621 |
| 1 | 0 | 6.1189 | 0.4869 | 0.0754 |
| 1 | 1 | 6.1189 | 0.4869 | 0.3621 |
| −2 | 1 | −12.7307 | −1.0131 | 0.3621 |

The centre follows $m$ alone. The broadening agrees with (8): here $\beta'=a(0.8\cos ka-0.6\sin2ka)$, so $\overline{\beta'^2}=a^2(0.32+0.18)=0.125$ nm². The table gives $0.3621^2-0.0754^2=0.1254$ nm², and the remaining 0.0004 nm² belongs to the term $2\,\overline{\beta'A}$.

For the half winding, the weights in cells 10 and 20 are $1.125\times10^{-3}$ and $2.685\times10^{-4}$, a ratio of 4.188. The inverse-square law gives $(19.5/9.5)^2=4.213$. The small difference comes from the mesh: on $N=400$ midpoints the sum for $|s_j|$ is $1/[N\sin(\pi(j-\frac12)/N)]$, which gives 4.188. In the smooth gauge the weight falls by about five orders of magnitude every two cells. The value $10^{-26}$ printed for cell 10 is a floor set by the basis of 21 plane waves; a larger basis gives about $6\times10^{-28}$.

## Polarization and switching

Let each chain occupy a cross-section $S$ and hold two electrons per cell, one of each spin. Each Wannier function then carries the charge $-2e$ in a volume $aS$, so

$$P_{\rm el}=-\frac{2e\,\bar x}{aS},\qquad \bar x\to\bar x+a\ \Rightarrow\ P_{\rm el}\to P_{\rm el}-\frac{2e}{S}. \tag{10}$$

Neutralising cores of charge $+2e$ sit at $x=0$ and add nothing. With $S=0.25$ nm² and $e/\text{nm}^2=16.02$ μC/cm²,

$$P_{\rm el}=\frac{2(0.01308)}{0.5\times0.25}\times16.02=3.35\ \mu\text{C/cm}^2,\qquad \frac{2e}{S}=128.2\ \mu\text{C/cm}^2 .$$

Reversing $V_2$ mirrors the potential and stands for switching. Let $V_2$ run from $+2$ to $-2$ eV with $V_1$ and the cores held fixed. The smallest gap on this path is 5.66 eV, so the phase can be followed continuously and the integer $m$ cannot jump. The centre moves by $+0.0262$ nm and the polarization changes by $-6.70$ μC/cm². Another gapped path between the same end points could differ from this by whole multiples of $2e/S$, because the end points fix $\bar x$ only modulo $a$.

Finite chains confirm the change. The change in the summed positions of the electrons of one spin, one per cell, is found for 15 and for 9 cells. Subtracting the two removes the contribution of the ends, and dividing by 6 gives 0.0262 nm per cell.

## Comparison with hafnia films

Ferroelectric hafnia has a cell edge of roughly 0.5 nm, a gap of roughly 5 to 6 eV and a switchable polarization of the order of tens of μC/cm². The model shares the first two by choice of round parameters, but its polarization of 3.35 μC/cm² is low. One assumption that real devices plainly break is that of fixed cores: switching in hafnia displaces oxygen ions. As an illustration, moving the model's cores by 0.05 nm with the electrons held in place changes $P$ by 12.8 μC/cm², nearly four times the electronic term. If the electrons followed the cores completely, the two contributions would cancel. The net value therefore needs both parts from one calculation of the real crystal, in which the phases of all filled bands enter.

The other omissions can be sized with the example's own numbers.

- **Applied field.** A field of 2 MV/cm along $+x$ pulls an electron towards $-x$ with a force of 0.2 eV/nm. In the open chain the centre moves in that direction by 0.001756 nm per eV/nm, as it does in first-order perturbation theory for the bulk. The shift is $-3.5\times10^{-4}$ nm, which adds 0.09 μC/cm², about 3% of $P_{\rm el}$. The feedback of the displaced charge on $V$ is not included. This small figure belongs to the model only: since $\varepsilon_0E=0.177$ μC/cm², it corresponds to a relative permittivity of 1.5. Hafnia has a static permittivity of roughly 25 to 30, largely from ionic motion, so the same field induces 4 to 5 μC/cm² there, more than $P_{\rm el}$. A field of this size is also of the order of the coercive field of such films.
- **Depolarising field.** Without screening charge on the electrodes, and with $P$ held at its value, the field would be $P/\varepsilon_0=38$ MV/cm. This is an upper bound that cannot be reached: it would drop 38 V across 10 nm, far more than the gap, and it lies beyond breakdown. The dielectric response divides it by the relative permittivity, leaving 25 MV/cm for the model's value of 1.5 and about 1.3 to 1.5 MV/cm for a value of 25 to 30. The result therefore applies to a short-circuited film with good electrodes; incomplete screening can still be a large effect.
- **Interaction of the electron pair.** The first harmonic of its Hartree energy, with the charge averaged over $S$, has an amplitude of 2.4 eV. $V$ is assumed to contain it already. The harmonic follows the displaced charge, $2.4\cos(Gx+0.19)$ eV, so removing it from $V$ deepens the cosine well and also adds about $0.46\sin Gx$ eV. The deeper well alone would put the centre at $-0.0120$ nm, which is the value printed in the output. The sine term outweighs it: with both included the centre lies at $-0.0161$ nm, 23% farther from the origin. Removing the higher harmonics of the Hartree energy as well carries it slightly farther, to $-0.0164$ nm.
- **Tunnelling between bands.** A field of 2 MV/cm drops 2 V across a 10 nm film. The bands tilt by 2 eV, less than the gap, so a filled-band state finds no upper-band state of equal energy inside the film. Leakage through defects or from the electrodes is a separate matter.
- **Temperature.** At 300 K, $k_BT=0.0259$ eV and $e^{-E_g/2k_BT}\approx10^{-48}$, where $E_g$ is the gap. Thermal excitation across the gap is negligible; defect levels are not covered by this estimate.

Coupling between chains is left out and has not been sized. The program's values are in the numerical output below.

## Computed results

```
lattice constant a = 0.5 nm, area per chain S = 0.25 nm^2
potential V1 = 6.0 eV, V2 = 2.0 eV
gap above the filled band = 5.728 eV
norm of w = 1.00000000, overlap with neighbour = 4.4e-17
Berry phase from A(k) = -0.16433 rad
Berry phase from overlaps, 400 k points = -0.16433 rad
Berry phase from overlaps, 8 k points = -0.16472 rad
a*phi/(2 pi) = -0.013077 nm
centre by quadrature of w = -0.013077 nm
centre from open chain of 15 cells = -0.013079 nm
spacing of open-chain centres = 0.500000 nm
gauge: winding, wobble (0 no, 1 yes), phase, centre, rms width
   0, 0, -0.1643 rad, -0.01308 nm, 0.07541 nm
   0, 1, -0.1643 rad, -0.01308 nm, 0.36210 nm
   1, 0, 6.1189 rad, 0.48692 nm, 0.07541 nm
   1, 1, 6.1189 rad, 0.48692 nm, 0.36210 nm
  -2, 1, -12.7307 rad, -1.01308 nm, 0.36210 nm
half winding: weight in cell 10 = 1.125e-03
half winding: weight in cell 20 = 2.685e-04
ratio = 4.188, inverse-square law 4.213
smooth gauge: weight in cell 10 = 1.1e-26
switching V2 to -V2: centre moves 0.02615 nm
same from dipoles of open chains = 0.02616 nm
smallest gap on the switching path = 5.657 eV
electronic polarization at +V2 = 3.352 uC/cm2
change on switching = -6.705 uC/cm2
polarization quantum 2e/S = 128.17 uC/cm2
neglected effects:
cores moved by 0.05 nm: 12.82 uC/cm2
field 2.0 MV/cm: centre moves -3.51e-04 nm
  which adds 0.0900 uC/cm2
response per eV/nm: formula -0.001756 nm
response per eV/nm: open chain -0.001756 nm
voltage across 10.0 nm film = 2.00 V
kT at 300.0 K = 0.02585 eV
exp(-gap/2kT) = 7.8e-49
unscreened depolarising field = 37.9 MV/cm
first Hartree harmonic of the pair = 2.397 eV
centre if V lacked that harmonic = -0.01202 nm
```
